\section*{Saturation of the group velocity in a Kane conduction band}

In a model conduction band with edge mass $0.20\,m_0$, where $m_0$ is the free-electron mass, and nonparabolicity $0.40\ \mathrm{eV}^{-1}$, raising the electron density from $10^{19}$ to $10^{21}\ \mathrm{cm}^{-3}$ raises the Fermi velocity from $3.62\times10^{7}$ to $9.05\times10^{7}\ \mathrm{cm/s}$, a factor of 2.50. The Fermi wave number grows by $100^{1/3}=4.64$ over the same range, and in a parabolic band the velocity would grow by that factor too. The final velocity is little more than half of what that growth would give, since $2.50/4.64=0.54$. No scattering has entered these figures: the loss belongs to the shape of the band.

The band is isotropic, and its energy $E$ is measured upward from its edge at $k=0$. The Kane dispersion is
\begin{equation}
E(1+\alpha E)=\gamma(k),\qquad \gamma(k)=\frac{\hbar^2k^2}{2m},\qquad m>0,\quad \alpha>0 .
\label{kane}
\end{equation}
Here $m$ is the mass at the band edge, $\alpha$ is an inverse energy, and $\gamma$ is the energy that a parabolic band of the same edge mass would have at the same $k$. Written as $\alpha E^2+E-\gamma=0$, the dispersion is a quadratic equation with roots $[-1\pm\sqrt{1+4\alpha\gamma}\,]/(2\alpha)$. At $k=0$ the upper sign gives $E=0$ and the lower sign gives $E=-1/\alpha$. The conduction band is the root joined to the edge, so
\begin{equation}
E=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha},\qquad 1+2\alpha E=\sqrt{1+4\alpha\gamma}.
\label{branch}
\end{equation}

A wave packet built from states near $k$ moves with the group velocity $v=\hbar^{-1}dE/dk$, taken here along the direction of $\mathbf k$. Differentiating both sides of (\ref{kane}) with respect to $k$ gives
\begin{equation}
(1+2\alpha E)\frac{dE}{dk}=\frac{\hbar^2k}{m}.
\end{equation}
Division by $\hbar(1+2\alpha E)$, followed by use of (\ref{branch}), yields
\begin{equation}
v=\frac{\hbar k}{m(1+2\alpha E)}=\frac{\hbar k}{m}\,\frac{1}{\sqrt{1+bk^2}},\qquad b=\frac{2\alpha\hbar^2}{m},
\label{velocity}
\end{equation}
since $4\alpha\gamma=2\alpha\hbar^2k^2/m=bk^2$. The numerator is the parabolic result. The denominator grows with energy, and at large $k$ it grows in proportion to $k$, so the two increases cancel.

To see whether the velocity passes through a maximum on the way, differentiate once more. The product rule gives
\begin{align}
\frac{dv}{dk}&=\frac{\hbar}{m}\left[\frac{1}{(1+bk^2)^{1/2}}-\frac{bk^2}{(1+bk^2)^{3/2}}\right]\nonumber\\
&=\frac{\hbar}{m}\,\frac{(1+bk^2)-bk^2}{(1+bk^2)^{3/2}}
=\frac{\hbar}{m}\,(1+4\alpha\gamma)^{-3/2}.
\label{slope}
\end{align}
This is positive at every finite $k$, so the rise is strict and there is no maximum. It also tends to zero: extra crystal momentum buys less and less extra velocity.

The limit follows by taking $\sqrt b\,k$ out of the root in (\ref{velocity}):
\begin{equation}
v=\frac{\hbar}{m\sqrt b}\,\sqrt{\frac{bk^2}{1+bk^2}},\qquad
\frac{\hbar}{m\sqrt b}=\frac{\hbar}{m}\sqrt{\frac{m}{2\alpha\hbar^2}}=\frac{1}{\sqrt{2m\alpha}} .
\end{equation}
The remaining root is less than one at finite $k$ and tends to one as $k\to\infty$. Hence
\begin{equation}
v_\infty=\frac{1}{\sqrt{2m\alpha}},\qquad
\frac{v}{v_\infty}=\sqrt{1-\frac{1}{1+bk^2}}=\sqrt{1-\frac{1}{(1+2\alpha E)^2}} .
\label{ratio}
\end{equation}
The velocity saturates in the sense that $v_\infty$ is its least upper bound, approached but not attained. With $u=bk^2=4\alpha\gamma\gg1$, the expansion $(1+1/u)^{-1/2}=1-1/(2u)+\dots$ gives the leading shortfall,
\begin{equation}
1-\frac{v}{v_\infty}\simeq\frac{1}{8\alpha\gamma}=\frac{m}{4\alpha\hbar^2k^2}.
\end{equation}
Doubling $k$ in this regime divides the shortfall by four. At the other end, $4\alpha\gamma\ll1$, equation (\ref{velocity}) returns $v\simeq\hbar k/m$.

The sign of $\alpha$ matters. For $\alpha=0$ the parabolic velocity grows without limit, in agreement with $v_\infty\to\infty$. For $\alpha<0$ the root in (\ref{velocity}) becomes $\sqrt{1-4|\alpha|\gamma}$, and the velocity diverges at the finite wave number where $4|\alpha|\gamma=1$. Beyond it the dispersion has no real energy. A negative fitted $\alpha$ can therefore describe a small correction near the edge, but it cannot be continued to large $k$.

For the parameters above,
\begin{equation}
v_\infty=\frac{1}{\sqrt{2(0.20\,m_0)(0.40\ \mathrm{eV}^{-1})}}=1.05\times10^{8}\ \mathrm{cm/s}=1.05\times10^{6}\ \mathrm{m/s}.
\end{equation}
Solving (\ref{ratio}) for the energy at which $v=fv_\infty$ gives
\begin{equation}
E_f=\frac{1}{2\alpha}\left(\frac{1}{\sqrt{1-f^2}}-1\right).
\end{equation}
Half of the limit is reached at $0.193$ eV, but $90\%$ needs $1.62$ eV and $99\%$ needs $7.61$ eV. The corresponding wave numbers, from (\ref{kane}), are $1.05$, $3.74$ and $12.7\ \mathrm{nm}^{-1}$. The first lies within reach of a heavily doped conductor. The last is so large that the dispersion itself has to be questioned.

For a degenerate electron gas at zero temperature, the Fermi sphere holds two spins per state, so $n=2(4\pi k_F^3/3)/(2\pi)^3$ and $k_F=(3\pi^2n)^{1/3}$. At $n=10^{20}\ \mathrm{cm}^{-3}$ this gives $k_F=1.436\ \mathrm{nm}^{-1}$ and $\gamma=0.393$ eV. Then
\begin{equation}
1+2\alpha E_F=\sqrt{1+4(0.40)(0.393)}=1.276,\qquad
E_F=\frac{0.276}{0.80}\ \mathrm{eV}=0.345\ \mathrm{eV}.
\end{equation}
The parabolic velocity, $8.31\times10^7$ cm/s, is divided by $1.276$ to give $v_F=6.51\times10^7$ cm/s, or $0.62\,v_\infty$. The same steps at the other densities give
\begin{center}
\begin{tabular}{ccccc}
$n$ (cm$^{-3}$) & $E_F$ (eV) & $1+2\alpha E_F$ & $v_F$ (cm/s) & $v_F/v_\infty$\\
$10^{19}$ & 0.082 & 1.066 & $3.62\times10^7$ & 0.35\\
$10^{20}$ & 0.345 & 1.276 & $6.51\times10^7$ & 0.62\\
$10^{21}$ & 1.224 & 1.979 & $9.05\times10^7$ & 0.86
\end{tabular}
\end{center}
The opening ratio is now accounted for: $4.64\times1.066/1.979=2.50$.

The origin of the limit is clearest in a model with two bands. Let the conduction state at the edge have energy zero and a valence state have energy $-E_g$, and let them be coupled by $Pk$, with $P$ real and positive. The matrix and its eigenvalue condition are
\begin{equation}
\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix},\qquad
(-E)(-E_g-E)-P^2k^2=0 .
\end{equation}
Thus $E(E+E_g)=P^2k^2$. Division by $E_g$ turns this into the Kane form, with
\begin{equation}
\alpha=\frac1{E_g},\qquad \frac{\hbar^2}{2m}=\frac{P^2}{E_g},\qquad
2m\alpha=\frac{\hbar^2}{P^2},\qquad v_\infty=\frac P\hbar .
\end{equation}
The gap has dropped out of $v_\infty$. At fixed $P$, a smaller gap makes the edge mass lighter and the nonparabolicity stronger, and the two changes cancel in the product $m\alpha$. Completing the square shows why:
\begin{equation}
E+\frac{E_g}{2}=\sqrt{\left(\frac{E_g}{2}\right)^2+P^2k^2}.
\end{equation}
Near the edge the gap dominates the root and the band is parabolic. When $Pk\gg E_g/2$ the coupling dominates, and the band approaches a straight line of slope $P$. In the example $E_g=2.5$ eV and $P=0.690$ eV nm.

A straight line cannot continue for ever in a band of finite width. In many conducting oxides the conduction band is built largely from metal $s$ orbitals, which mix with oxygen $p$ orbitals away from the band edge. The simplest lattice with this feature is a chain of period $d$, with $s$ orbitals of energy zero at $x=jd$ and $p$ orbitals of energy $-E_g$ at $x=(j+\tfrac12)d$. The two lobes of a $p$ orbital have opposite sign, so its hopping is $+t$ to the $s$ orbital on its left and $-t$ to the one on its right. With Bloch amplitudes $Ae^{ikx}$ on the $s$ sites and $Be^{ikx}$ on the $p$ sites, the amplitude equations are
\begin{align}
EA&=t\left(e^{ikd/2}-e^{-ikd/2}\right)B=2it\sin(kd/2)\,B,\\
(E+E_g)B&=t\left(e^{-ikd/2}-e^{ikd/2}\right)A=-2it\sin(kd/2)\,A .
\end{align}
Eliminating the amplitudes gives
\begin{equation}
E(E+E_g)=4t^2\sin^2(kd/2).
\end{equation}
For $kd\ll1$ the right side is $t^2d^2k^2$. The chain therefore has the Kane form near its edge, with $P=td$. A rough metal--metal spacing $d=0.33$ nm then requires $t=0.690/0.33=2.09$ eV.

Write $s=\sin(kd/2)$ and $c=\cos(kd/2)$. Differentiation gives $(2E+E_g)\,dE/dk=4t^2d\,sc$, and the quadratic formula gives $2E+E_g=\sqrt{E_g^2+16t^2s^2}$. With $v_\infty=td/\hbar$,
\begin{equation}
\frac{v}{v_\infty}=\frac{4t\,sc}{\sqrt{E_g^2+16t^2s^2}},\qquad
\left(\frac{v}{v_\infty}\right)^2=\frac{ry(1-y)}{1+ry},
\end{equation}
where $y=s^2$ and $r=16t^2/E_g^2$. Setting the derivative with respect to $y$ to zero gives
\begin{equation}
(1-2y)(1+ry)-ry(1-y)=1-2y-ry^2=0,
\end{equation}
whose positive root is $y=1/(1+\sqrt{1+r})$. At this root $ry=(1-2y)/y$ and $1+ry=(1-y)/y$, so the squared ratio reduces to $1-2y$:
\begin{equation}
\frac{v_{\max}}{v_\infty}=\left(\frac{\sqrt{1+r}-1}{\sqrt{1+r}+1}\right)^{1/2}<1 .
\end{equation}
Here $r=(4\times2.09/2.5)^2\simeq11.2$, and the peak is $0.745\,v_\infty=7.8\times10^7$ cm/s. It lies at $k=2.98\ \mathrm{nm}^{-1}$ and $E=1.09$ eV. Beyond it the velocity falls, reaching zero at the zone boundary $\pi/d=9.52\ \mathrm{nm}^{-1}$. The Kane wave number for $99\%$ of the limit lies outside this zone. At $10^{21}\ \mathrm{cm}^{-3}$, $k_F=3.09\ \mathrm{nm}^{-1}$ is already just past the peak, so the last row of the table continues the Kane law to where this chain no longer follows it. At $10^{20}\ \mathrm{cm}^{-3}$ the chain velocity is only $3.4\%$ below the Kane value, and at $10^{21}\ \mathrm{cm}^{-3}$ it is $14\%$ below. These figures hold along a bond direction. In a simple cubic lattice built from such chains, $E(E+E_g)=4t^2\sum_i\sin^2(k_id/2)$, and along the cube diagonal the peak rises to $0.842\,v_\infty$ and moves out to $k=4.11\ \mathrm{nm}^{-1}$, beyond this $k_F$. Averaged over the Fermi surface of that lattice, the speed is $2\%$ below the Kane value at $10^{20}\ \mathrm{cm}^{-3}$ and $8\%$ below at $10^{21}\ \mathrm{cm}^{-3}$.

Another omitted term acts the other way. The two-band matrix left out the free-electron kinetic energy $\hbar^2k^2/(2m_0)$, which belongs on both diagonal entries. Including it adds the same energy to both bands, and the velocity becomes
\begin{equation}
v=\frac{\hbar k}{m_0}+\frac{1}{\hbar}\frac{2P'^2k}{\sqrt{E_g^2+4P'^2k^2}},\qquad
\frac1m=\frac1{m_0}+\frac{2P'^2}{\hbar^2E_g}.
\end{equation}
The second relation is the small-$k$ limit of the first. Holding $m$ and $E_g$ fixed therefore requires $P'^2=P^2(1-m/m_0)=0.80P^2$. The second term of $v$ saturates, but the first does not. At $k_F$ for $10^{20}\ \mathrm{cm}^{-3}$ the velocity is $8.8\%$ above the Kane value, and it passes $v_\infty$ at $k=2.63\ \mathrm{nm}^{-1}$, where $E=1.07$ eV. Much of this excess comes from a change of $\alpha$: matching the $k^4$ term $-P'^4k^4/E_g^3$ to $-\alpha\gamma^2$ gives $\alpha=(1-m/m_0)^2/E_g$, which is $0.256\ \mathrm{eV}^{-1}$ at $E_g=2.5$ eV. If $m$ and $\alpha=0.40\ \mathrm{eV}^{-1}$ are held fixed instead, as for fitted values, then $E_g=1.6$ eV, the excess is $1.9\%$ at $10^{20}\ \mathrm{cm}^{-3}$ and $13\%$ at $10^{21}\ \mathrm{cm}^{-3}$, and the crossing moves to $k=3.26\ \mathrm{nm}^{-1}$, $E=1.40$ eV. Thus $v_\infty$ is a bound for the Kane dispersion, but only a velocity scale once the free-electron term is included.

It is also distinct from the drift velocity. In a field of magnitude $F$ with a constant scattering time $\tau$, the Fermi sea is displaced by $\delta k=eF\tau/\hbar$. To first order the mean velocity along the displacement changes by $\delta k$ times the average of $\partial v_x/\partial k_x$ over the sea. By isotropy this average is one third of that of $\nabla_{\mathbf k}\cdot\mathbf v$, and the divergence theorem gives
\begin{equation}
\left\langle\frac{\partial v_x}{\partial k_x}\right\rangle
=\frac13\,\frac{4\pi k_F^2v_F}{4\pi k_F^3/3}=\frac{v_F}{k_F}.
\end{equation}
The drift speed is $eF\tau v_F/(\hbar k_F)=\mu F$, with
\begin{equation}
\mu=\frac{e\tau}{m_t},\qquad m_t=\frac{\hbar k_F}{v_F}=m(1+2\alpha E_F).
\end{equation}
At $10^{20}\ \mathrm{cm}^{-3}$ the transport mass is $0.20\times1.276=0.255$ in units of $m_0$. A mobility of $30\ \mathrm{cm^2/Vs}$ then means $\tau=4.35$ fs. In a field of $0.1$ MV/cm the low-field drift estimate is $3.0\times10^6$ cm/s, which is $4.6\%$ of $v_F$ and $2.9\%$ of $v_\infty$. Electrons move fast between collisions while the gas as a whole drifts slowly. An electron moving along the force gains $0.028$ eV over one mean free path, comparable with $k_BT=0.026$ eV at 300 K, while one moving against it loses as much. The net gain per electron is $e\mu F^2=3.0\times10^{11}$ eV/s, or $0.0013$ eV per scattering time, and how far this heats the carriers depends on the energy relaxation time, which is not fixed here. At this density the field drives $4.8\times10^7\ \mathrm{A/cm^2}$ and dissipates $4.8\times10^{12}\ \mathrm{W/cm^3}$, which only a very thin, well cooled channel or a short pulse can carry, so heating may alter this estimate. A saturated drift velocity depends on how electrons lose momentum and energy, which (\ref{kane}) does not contain.

These parameters lie in the rough regime of degenerate indium-oxide conductors, whose edge masses are a few tenths of $m_0$ and whose densities can reach $10^{20}$ to $10^{21}\ \mathrm{cm}^{-3}$. The value of $\alpha$ is a round choice, and the mobility is a rough one. One assumption that is strained in an amorphous film is a sharp $k$. The mean free path $\ell=v_F\tau$ is $2.84$ nm, so $k_F\ell=4.07$: the wave number is still useful, but it is blurred by about $1/\ell$, and the energy by $\hbar/\tau=0.15$ eV. From (\ref{velocity}) and (\ref{slope}), $d\ln v/d\ln k=1/(1+4\alpha\gamma)$, which is $1/1.276^2=0.61$ here. A relative blur of $1/4.07$ should therefore move $v$ by about $15\%$. Evaluating (\ref{velocity}) at $k_F\pm1/\ell$ gives changes of $+13\%$ and $-17\%$; at $k_F\pm1/(2\ell)$, the half-width of a Lorentzian of full width $1/\ell$, they are $+7\%$ and $-8\%$. Since $k_F\ell=\hbar k_F^2\mu/e$, the same mobility at $10^{19}\ \mathrm{cm}^{-3}$ gives $k_F\ell=0.88$, and there a sharp Fermi velocity is no longer defined; the first row of the table needs a higher mobility. Tail states and the actual atomic disorder are not represented by this estimate.

The other corrections are smaller at this density. A mass $10\%$ heavier along one axis, with $\alpha$ fixed, changes the limit along that axis by $1/\sqrt{1.1}-1=-4.7\%$. At 300 K, $k_BT/E_F=0.075$. Averaging $v$ numerically over the thermally broadened Fermi surface, with weight $-\partial f/\partial E$ times the density of states and with the density held fixed, lowers it by $0.06\%$; here $f$ is the Fermi function. At $10^{19}\ \mathrm{cm}^{-3}$, where $k_BT/E_F=0.32$, the same average raises it by $2\%$.

Tunnelling across the gap can be sized from the same two-band dispersion. For $-E_g<E<0$ the wave number is imaginary, $k=i\kappa$, with $\kappa=\sqrt{-E(E+E_g)}/P$. In a uniform field the energy relative to the local edge changes by $eF\,dx$ over a distance $dx$, so the semiclassical exponent is
\begin{equation}
2\int\kappa\,dx=\frac{2}{eFP}\int_{-E_g}^{0}\sqrt{-E(E+E_g)}\,dE=\frac{\pi E_g^2}{4PeF}.
\end{equation}
The integral is the area $\pi E_g^2/8$ of a half-disc of radius $E_g/2$. At $0.1$ MV/cm, $eF=0.01$ eV/nm and the factor is $e^{-711}$. Direct band-to-band tunnelling is negligible in this ideal gap; tunnelling through defect states is a separate question.

For interpreting a film, a useful measure is $2\alpha E_F$, evaluated with the mass and $\alpha$ of that material. For the example parameters at $10^{19}\ \mathrm{cm}^{-3}$ it is $0.066$, and the parabolic velocity at the same density is too high by that same fraction of the Kane value, provided the mobility is high enough that $k_F\ell$ is well above one. At $10^{20}\ \mathrm{cm}^{-3}$ the excess is $28\%$, larger than each of the corrections estimated above, and the Kane form is worth using. At $10^{21}\ \mathrm{cm}^{-3}$ it is $98\%$, but there the finite band width and the free-electron term are no longer small, and a computed band structure should replace the two-parameter law.
